Schwinger bosons: angular momentum from two oscillator modes

Two weakly coupled oscillators exchange quanta. If the coupling moves one quantum at a time from one oscillator to the other and never creates or destroys any, the total number N is fixed, and the basis states are labelled by how the N quanta are shared. There are N+1 ways to share them: 0, 1, …, N quanta in the first oscillator. An angular momentum j has 2j+1 states, which is the same count if j = N/2. The question is whether this is a coincidence of counting, or whether the transfer of quanta obeys the algebra of angular momentum.

**Setting and conventions**

The two modes have annihilation operators a and b with

[a,a†] = 1,  [b,b†] = 1,

and a, a† commute with b, b†. The normalised vacuum |0⟩ satisfies a|0⟩ = b|0⟩ = 0, and the state space is the one spanned by all a†^p b†^q |0⟩ with p, q = 0, 1, 2, …. Write n_a = a†a, n_b = b†b and N = n_a + n_b. Angular momentum is measured in units of ħ, so ħ = 1. Define

J+ = a†b,  J− = (J+)† = b†a,  Jz = (n_a − n_b)/2.

J+ moves a quantum from b to a, J− moves it back, and Jz is half the population difference.

**Theorem**

(i) The operators satisfy the su(2) relations

[Jz,J±] = ±J±,  [J+,J−] = 2Jz.

(ii) With J² = Jx² + Jy² + Jz²,

J² = (N/2)(N/2 + 1).

Hence j = N/2 in each sector of fixed N.

(iii) In the sector N = 2j the states

|j,m⟩ = a†^(j+m) b†^(j−m) |0⟩ / √((j+m)!(j−m)!),  m = −j, −j+1, …, j,

form an orthonormal basis, with Jz|j,m⟩ = m|j,m⟩ and

J+|j,m⟩ = √((j−m)(j+m+1)) |j,m+1⟩,
J−|j,m⟩ = √((j+m)(j−m+1)) |j,m−1⟩.

The sector is irreducible, so each of j = 0, 1/2, 1, 3/2, … occurs once in the full space.

**Lemma 1: the commutators**

For any operators A, B, C, adding and subtracting ACB gives

[AB,C] = ABC − CAB = A[B,C] + [A,C]B.

Therefore

[n_a,a†] = a†[a,a†] + [a†,a†]a = a†,
[n_b,b] = b†[b,b] + [b†,b]b = −b.

The first says that a† adds one quantum, the second that b removes one. Since n_a commutes with b, and n_b with a†,

[n_a,a†b] = a†b,  [n_b,a†b] = −a†b.

Half the difference of these two equations is

[Jz,J+] = (a†b + a†b)/2 = J+.

Taking the adjoint reverses the order of products. As Jz is Hermitian, [J−,Jz] = J−, or

[Jz,J−] = −J−.

For the last relation, operators of different modes may be moved past each other:

J+J− = a†b b†a = a†a bb† = n_a(n_b + 1),
J−J+ = b†a a†b = aa† b†b = (n_a + 1)n_b.

Here bb† = n_b + 1 and aa† = n_a + 1 were used. The products n_a n_b cancel in the difference:

[J+,J−] = n_a − n_b = 2Jz.

This proves (i). The Hermitian components are

Jx = (J+ + J−)/2,  Jy = (J+ − J−)/(2i).

Their commutator is

[Jx,Jy] = (1/4i)[J+ + J−, J+ − J−]
= (1/4i)(−[J+,J−] + [J−,J+])
= −(1/2i)[J+,J−] = −Jz/i = iJz.

The relations with Jz follow in the same way:

[Jz,Jx] = (J+ − J−)/2 = iJy,
[Jy,Jz] = −[Jz,Jy] = −(J+ + J−)/(2i) = iJx.

These are the usual commutators of angular momentum components. ∎

**Lemma 2: the total number fixes j**

The sum of the two equations for [n_a,a†b] and [n_b,a†b] is [N,J+] = 0. Its adjoint gives [N,J−] = 0, and N commutes with Jz because n_a and n_b commute. All components of J therefore act within a sector of fixed N.

To find J², square the two transverse components:

Jx² = (J+² + J−² + J+J− + J−J+)/4,
Jy² = −(J+² + J−² − J+J− − J−J+)/4.

The squares of J+ and J− cancel in the sum, so

J² = Jz² + (J+J− + J−J+)/2.

Replacing J+J− by J−J+ + 2Jz gives

J² = Jz² + Jz + J−J+.

Insert the definition of Jz and the product J−J+ found in Lemma 1:

J² = (n_a − n_b)²/4 + (n_a − n_b)/2 + n_a n_b + n_b
= (n_a + n_b)²/4 + (n_a + n_b)/2
= (N/2)(N/2 + 1).

In the second line n_a n_b turned the squared difference into a squared sum, and n_b turned −n_b/2 into +n_b/2. When N has a definite value, J² = j(j+1) with j ≥ 0 has the single solution j = N/2. This proves (ii). ∎

The equation for J² is an operator identity, whereas "j = N/2" refers to a number. A superposition of states with different N has no definite j.

**Lemma 3: norms and orthogonality**

For p ≥ 1,

a a†^p = a†^p a + p a†^(p−1).

The case p = 1 is the basic commutator. If the relation holds for p, multiply it by a† from the right:

a a†^(p+1) = a†^p aa† + p a†^p
= a†^p(a†a + 1) + p a†^p
= a†^(p+1) a + (p+1)a†^p,

which is the relation for p+1. Apply it to b†^q|0⟩. Since a commutes with b† and annihilates the vacuum,

a a†^p b†^q|0⟩ = p a†^(p−1) b†^q|0⟩.

Repeating this p times removes all a† and leaves the factor p(p−1)…1 = p!. The same argument for b gives q!. The squared norm of a†^p b†^q|0⟩ is therefore

⟨0|b^q a^p a†^p b†^q|0⟩ = p! q!,

and the normalised states are

|p;q⟩ = a†^p b†^q|0⟩/√(p! q!).

Multiplying the equation for a a†^p b†^q|0⟩ by a† from the left shows that n_a|p;q⟩ = p|p;q⟩. Likewise n_b|p;q⟩ = q|p;q⟩. Two different states of this family differ in an eigenvalue of one of these Hermitian operators, so they are orthogonal.

The normalisation also fixes the action of single operators:

a†|p;q⟩ = √(p+1) |p+1;q⟩,
a|p;q⟩ = √p |p−1;q⟩.

The first follows from √((p+1)!/p!) = √(p+1), the second from p√((p−1)!/p!) = √p. The same holds for b with q in place of p. ∎

**Proof of part (iii)**

Set p = j+m and q = j−m. Then p+q = 2j and (p−q)/2 = m, so |j,m⟩ = |j+m;j−m⟩ lies in the sector N = 2j and has Jz = m. As p runs over 0, 1, …, 2j, m runs from −j to j in unit steps. These are all the states with N = 2j, and Lemma 3 makes them an orthonormal basis of the sector.

For the ladder coefficients, let b act first and then a†:

J+|j,m⟩ = a†b|j+m;j−m⟩
= √(j−m) a†|j+m;j−m−1⟩
= √(j−m) √(j+m+1) |j,m+1⟩.

One root comes from taking a quantum out of b, the other from putting it into a. Exchanging the roles of the modes gives

J−|j,m⟩ = √(j+m) √(j−m+1) |j,m−1⟩.

The ladder ends at m = j because mode b is then empty and has no quantum to give. At m = −j mode a is empty.

It remains to show irreducibility. Take any non-zero state in the sector and let m₀ be the lowest m in its expansion. Apply J+ a total of j−m₀ times. Components with m > m₀ are pushed past the top and vanish. The component m₀ arrives at |j,j⟩ with a non-zero coefficient, since (j−m)(j+m+1) > 0 for −j ≤ m < j. Repeated action of J− on |j,j⟩ then reaches every |j,m⟩. A non-zero subspace that J± map into itself is thus the whole sector. Each N gives one irreducible multiplet, with j = N/2. ∎

As an instance, the space with N ≤ 4 has dimension 1+2+3+4+5 = 15. J+ annihilates a five-dimensional subspace of it, one top state for each of j = 0, 1/2, 1, 3/2, 2.

**Remark 1: relative phases**

Orthonormality alone would allow each |j,m⟩ to carry its own phase. The boson formula makes a definite choice, and the positive ladder coefficients show which one. Lowering from |j,j⟩ to |j,m⟩ multiplies the coefficients √((j+m′)(j−m′+1)) for m′ = j, j−1, …, m+1. Under the root, the first factors give (2j)(2j−1)…(j+m+1) = (2j)!/(j+m)!, and the second give 1·2…(j−m) = (j−m)!. Thus

J−^(j−m)|j,j⟩ = √((2j)!(j−m)!/(j+m)!) |j,m⟩.

The states are those obtained by lowering from the top with positive factors, which is the standard phase convention.

**Remark 2: what J means in space**

The algebra does not say that J rotates anything in ordinary space. Let a and b describe oscillations along x and y with the same length unit, so that

x = (a + a†)/√2,  p_x = (a − a†)/(i√2),

and similarly for y with b. The orbital angular momentum is

x p_y − y p_x = (1/2i)[(a + a†)(b − b†) − (b + b†)(a − a†)].

The terms ab and a†b† cancel between the two products. The terms a†b and −ab† each appear twice, so

x p_y − y p_x = (a†b − b†a)/i = 2Jy.

To find the eigenvalues of Jy, take the modes u = (a − ib)/√2 and v = (a + ib)/√2. They obey [u,u†] = [v,v†] = (1 + 1)/2 = 1 and [u,v†] = (1 − 1)/2 = 0, and both annihilate |0⟩, so the theorem applies to them. Multiplying out, u†u = N/2 + (a†b − b†a)/(2i) and v†v = N/2 − (a†b − b†a)/(2i). Their sum is N and half their difference is Jy, so Jy has the same eigenvalues −j, …, j as Jz. The orbital angular momentum 2Jy then takes the values −N, −N+2, …, N. These are integers even when j is half-integer, so half-integer j does not conflict with integer orbital angular momentum.

**Worked example: three quanta in two coupled modes**

Consider

H = ω_a n_a + ω_b n_b + g(a†b + b†a),

with the zero-point energy omitted and the round model parameters ω_a = 0.53, ω_b = 0.47 and g = 0.04 hartree. For N = 3 the spin is j = 3/2. The squared norms of b†³|0⟩, a†b†²|0⟩, a†²b†|0⟩ and a†³|0⟩ are 3! = 6, 1!2! = 2, 2!1! = 2 and 3! = 6. The matrix elements of J+ going up the ladder are √3 ≈ 1.732, 2 and √3.

Since n_a = N/2 + Jz and n_b = N/2 − Jz,

H = ω̄N + ΔJz + 2gJx,
ω̄ = (ω_a + ω_b)/2,  Δ = ω_a − ω_b.

This is a spin in a tilted field. Write Δ = Ω cos θ and 2g = Ω sin θ. Then

Ω = √(Δ² + 4g²) = √(0.06² + 0.08²) = 0.10 hartree,
cos θ = 0.06/0.10 = 0.6.

To diagonalise H, introduce the modes

c = cos(θ/2) a + sin(θ/2) b,
d = −sin(θ/2) a + cos(θ/2) b.

They obey [c,c†] = [d,d†] = cos²(θ/2) + sin²(θ/2) = 1. The two terms of [c,d†] cancel, and both operators annihilate |0⟩. The theorem therefore applies to c and d as well. Multiplying out,

c†c = cos²(θ/2) n_a + sin²(θ/2) n_b + sin(θ/2)cos(θ/2)(a†b + b†a),
d†d = sin²(θ/2) n_a + cos²(θ/2) n_b − sin(θ/2)cos(θ/2)(a†b + b†a).

Their sum is N. Half their difference is cos θ Jz + sin θ Jx, because a†b + b†a = 2Jx and 2 sin(θ/2)cos(θ/2) = sin θ. Hence

H = ω̄N + Ω(c†c − d†d)/2,
E = ω̄N + Ωm,

where m is now the projection on the tilted axis. With ω̄N = 0.50 × 3 = 1.50 hartree, the four energies are 1.35, 1.45, 1.55 and 1.65 hartree. A quantum in c costs ω̄ + Ω/2 = 0.55 hartree and one in d costs 0.45 hartree.

The highest state has all three quanta in c. The operators a† and b† commute, so the binomial theorem gives

c†³|0⟩/√3! = Σ_p C(3,p) cos^p(θ/2) sin^(3−p)(θ/2) a†^p b†^(3−p)|0⟩/√3!,

with C(3,p) = 3!/(p!(3−p)!). By Lemma 3, a†^p b†^(3−p)|0⟩ = √(p!(3−p)!) |p;3−p⟩. The numerical factor becomes C(3,p)√(p!(3−p)!/3!) = √C(3,p), and the probability of finding p quanta in mode a is

P(p) = C(3,p) cos^(2p)(θ/2) sin^(2(3−p))(θ/2).

Here cos²(θ/2) = (1 + 0.6)/2 = 0.8 and sin²(θ/2) = 0.2, so

P(3) = 0.8³ = 0.512,
P(2) = 3 × 0.8² × 0.2 = 0.384,
P(1) = 3 × 0.8 × 0.2² = 0.096,
P(0) = 0.2³ = 0.008.

The mean projection on the original axis is

⟨Jz⟩ = 1.5 × 0.512 + 0.5 × 0.384 − 0.5 × 0.096 − 1.5 × 0.008 = 0.9,

which equals j cos θ = 1.5 × 0.6: the spin points along the tilted field. For g → 0 with Δ > 0 the angle vanishes and all quanta of this state sit in a. For Δ = 0 and g > 0 the angle is π/2, and each quantum is shared equally between the modes. The numerical check confirms the energies and probabilities by diagonalising H in the unnormalised states, with the modes represented by differential operators.

**Remark 3: when j is not conserved**

The commutators in (i) hold whatever the Hamiltonian is, but a fixed j needs a fixed N. A pair term a†b† + ab breaks this condition. From [n_a,a†] = a† and [n_b,b†] = b†,

[N,a†b†] = 2a†b†,

so a†b† raises N by 2 and j by 1. The dynamics then connects different multiplets, and the picture of a single spin of fixed length fails. A term such as n_a² = (N/2 + Jz)² does conserve N and j. It is quadratic in Jz, however. For j = 1/2, where Jz² = 1/4 is a constant, it only changes Δ and shifts the energy. For j ≥ 1, H is no longer a spin in a uniform field, and a rotation of the modes does not in general diagonalise it.

Calculated quantities

```
largest N in state tests: 6; states tested: 28
largest orthonormality error: 1.4e-15
space with N <= 4: dimension 15, states killed by J+: 5
example: N = 3, j = 1.5
m = -1.5: n_a = 0, n_b = 3, raw norm squared = 6.0000, <J^2> = 3.7500 (hbar^2)
m = -0.5: n_a = 1, n_b = 2, raw norm squared = 2.0000, <J^2> = 3.7500 (hbar^2)
m = +0.5: n_a = 2, n_b = 1, raw norm squared = 2.0000, <J^2> = 3.7500 (hbar^2)
m = +1.5: n_a = 3, n_b = 0, raw norm squared = 6.0000, <J^2> = 3.7500 (hbar^2)
<m=-0.5|J+|m=-1.5> = 1.732051 (hbar)
<m=+0.5|J+|m=-0.5> = 2.000000 (hbar)
<m=+1.5|J+|m=+0.5> = 1.732051 (hbar)
omega_a = 0.5300 hartree
omega_b = 0.4700 hartree
coupling g = 0.0400 hartree
detuning omega_a - omega_b = 0.0600 hartree
level spacing sqrt(detuning^2 + 4 g^2) = 0.1000 hartree
normal-mode energies = 0.5500, 0.4500 hartree
cos(theta) = 0.6000, cos^2(theta/2) = 0.8000
diagonalised energy, m along tilted axis -1.5: 1.350000 hartree
diagonalised energy, m along tilted axis -0.5: 1.450000 hartree
diagonalised energy, m along tilted axis +0.5: 1.550000 hartree
diagonalised energy, m along tilted axis +1.5: 1.650000 hartree
highest state: probability of n_a = 0: 0.008000
highest state: probability of n_a = 1: 0.096000
highest state: probability of n_a = 2: 0.384000
highest state: probability of n_a = 3: 0.512000
highest state: <Jz> = 0.900000 (hbar)
```
